# Saddle-Point Barrier Lowering of a Small Low-Barrier Schottky Patch

## 1. What dimensions fix

A metal contact on an n-type semiconductor has barrier \(\Phi_0\), except on a small disc of radius \(R_0\), where the barrier is \(\Phi_0-\Delta\). The surrounding contact produces a field \(F\) that pulls electrons away from the metal. It also raises the conduction band in front of the disc, so that an electron must cross a saddle some distance inside the semiconductor. We want the depth \(\delta\) of this saddle below \(\Phi_0\).

Energies are in eV and potentials in V, so the two have equal numerical values and \(F\) in V/nm is also a slope in eV/nm. Far from the disc, compared with \(R_0\), its potential depends on strength and area only through the product \(P=\Delta R_0^2\), in V nm² (shown in Section 3). If the saddle is also shallow compared with the depletion width, the semiconductor enters only through \(F\). Setting \(\delta\propto P^aF^b\), volts require \(a+b=1\) and lengths require \(2a-b=0\). Hence \(a=1/3\), \(b=2/3\), and

\[
\delta\propto(\Delta R_0^2)^{1/3}F^{2/3},\qquad z_0=\left(\frac{\Delta R_0^2}{F}\right)^{1/3},
\]

where \(z_0\) is the one length that can be formed. In a depletion layer \(F\) grows as the square root of the band bending, which gives \(\delta\) its cube root. The conditions are \(R_0\ll z_0\ll W\), with \(W\) the depletion width. The prefactor and the corrections need the potential itself.

## 2. The uniform contact

Let \(z\) point into the semiconductor from the interface, and let \(U\) be the conduction-band edge measured from the metal Fermi level. The donor density \(N\) is uniform and treated as continuous, the permittivity \(\varepsilon\) is isotropic, and the depletion layer holds no mobile electrons. The electron energy has the opposite sign to the electrostatic potential, so Poisson's equation reads

\[
\nabla^2U=\frac1\eta,\qquad \eta=\frac{\varepsilon}{qN}.
\]

Without the patch, integrating twice gives

\[
U_0(z)=\Phi_0-Fz+\frac{z^2}{2\eta}.
\]

The band is flat at \(z=W\), so \(F=W/\eta\). The total drop is the band bending,

\[
V_{bb}=FW-\frac{W^2}{2\eta}=\frac{W^2}{2\eta},
\]

and therefore

\[
W=\sqrt{2\eta V_{bb}},\qquad F=\sqrt{\frac{2V_{bb}}{\eta}}.
\]

For applied voltage \(V\), positive in forward bias, \(V_{bb}=\Phi_0-V_n-V\). Here \(V_n=kT\ln(N_c/N)\) is the distance from the Fermi level to the band edge in the neutral bulk, with \(kT\) in eV and \(N_c\) the effective density of states.

## 3. The potential of the patch

Write \(U=U_0+u\). The donor charge is already in \(U_0\), so \(\nabla^2u=0\) in the depletion layer. At the interface \(u=-\Delta\) on the disc and zero elsewhere.

The patch also moves the depletion edge, to \(z=W+h\). Near the edge, \(U_0\) exceeds its bulk value by \((z-W)^2/(2\eta)\). Continuity of energy and of slope at the new edge require

\[
\frac{h^2}{2\eta}+u(W+h)=0,\qquad \frac h\eta+\partial_zu=0.
\]

The second condition makes \(h\) first order in \(u\). The first then makes \(u\) at the edge second order. To first order the patch potential thus satisfies \(u=0\) at \(z=W\).

The Hankel transform of a unit disc is \(\int_0^{R_0}J_0(k\rho)\rho\,d\rho=R_0J_1(kR_0)/k\). Continuing each component harmonically to zero at \(W\) gives

\[
u=-\Delta R_0\int_0^\infty J_1(kR_0)J_0(k\rho)\frac{\sinh k(W-z)}{\sinh kW}\,dk .
\]

For \(W\to\infty\) the last factor becomes \(e^{-kz}\). The difference between the two factors is \(-2\sinh(kz)/(e^{2kW}-1)\), which is appreciable only for \(k\lesssim1/W\). For \(R_0,z\ll W\) we may put \(J_1(kR_0)\approx kR_0/2\) and \(\sinh kz\approx kz\). On the axis the finite depth then changes \(u\) by

\[
\Delta R_0^2z\int_0^\infty\frac{k^2\,dk}{e^{2kW}-1}=\frac{\zeta(3)\,\Delta R_0^2\,z}{4W^3}.
\]

This is smaller than the patch potential by a factor of order \((z/W)^3\), and we drop it.

In the half-space, use \(dJ_0(kR_0)/dk=-R_0J_1(kR_0)\) and integrate by parts:

\[
R_0\int_0^\infty J_1(kR_0)e^{-kz}dk=1-z\int_0^\infty J_0(kR_0)e^{-kz}dk .
\]

The remaining integral is \(1/\sqrt{z^2+R_0^2}\). To see this, write \(J_0(kR_0)\) as the average of \(\cos(kR_0\cos\theta)\) over \(\theta\); the \(k\) integral gives \(z/(z^2+R_0^2\cos^2\theta)\), whose average is the stated result. On the axis, therefore,

\[
u(0,z)=-\Delta\left[1-\frac{z}{\sqrt{z^2+R_0^2}}\right]\longrightarrow-\frac{\Delta R_0^2}{2z^2}\qquad(z\gg R_0).
\]

The limit contains only \(\Delta R_0^2\), as the dimensional argument assumed. Off the axis the far potential is the dipole form \(-\Delta R_0^2z/(2r^3)\), with \(r^2=\rho^2+z^2\). It is harmonic, vanishes on the plane \(z=0\) away from the origin, and has the correct axial value.

## 4. The saddle in a uniform field

Keep the whole disc but replace the band bending by its slope at the interface:

\[
U(0,z)=\Phi_0-Fz-\Delta\left[1-\frac{z}{\sqrt{z^2+R_0^2}}\right].
\]

Since \(\frac{d}{dz}\left[z(z^2+R_0^2)^{-1/2}\right]=R_0^2(z^2+R_0^2)^{-3/2}\), the slope is

\[
U'=-F+\frac{\Delta R_0^2}{(z^2+R_0^2)^{3/2}},
\]

and it vanishes at

\[
z_*^2+R_0^2=z_0^2 .
\]

A solution with \(z_*>0\) needs \(z_0>R_0\), which is the same as

\[
FR_0<\Delta .
\]

This is the pinch-off condition. If it fails, \(U'\) is negative for every \(z>0\), and the band falls monotonically from the patch barrier \(\Phi_0-\Delta\).

The second derivative at the stationary point, with \(\Delta R_0^2=Fz_0^3\), is

\[
U_{zz}=-\frac{3\Delta R_0^2z_*}{z_0^5}=-\frac{3Fz_*}{z_0^2}<0 .
\]

Laplace's equation and axial symmetry give \(U_{xx}=U_{yy}=-U_{zz}/2>0\). The point is a maximum along \(z\) and a minimum across it, hence a saddle.

For its height, define

\[
x=\frac{R_0^2}{z_0^2}=\left(\frac{FR_0}{\Delta}\right)^{2/3}.
\]

Then \(z_*=z_0\sqrt{1-x}\). From \(F=\Delta R_0^2/z_0^3\) we also have \(Fz_*=\Delta x\sqrt{1-x}\). The lowering is

\[
\delta=Fz_*+\Delta\left(1-\frac{z_*}{z_0}\right)
=\Delta\left[1-(1-x)\sqrt{1-x}\right],
\]

that is,

\[
\boxed{\delta=\Delta\left[1-(1-x)^{3/2}\right]},\qquad x<1 .
\]

At \(x=1\) it reaches \(\Delta\), joining the regime without a saddle continuously.

## 5. The cube-root law and its limits

For small \(x\), \((1-x)^{3/2}=1-\tfrac32x+\tfrac38x^2+\dots\), so

\[
\delta=\tfrac32\Delta x\left(1-\frac x4+\dots\right).
\]

The leading term is

\[
\delta_0=\tfrac32(\Delta R_0^2)^{1/3}F^{2/3}=\tfrac32Fz_0 .
\]

Two thirds of it is the fall \(Fz_0\) in the background field. One third is the patch potential \(Fz_0/2\). Inserting \(F^{2/3}=(2V_{bb}/\eta)^{1/3}\) and using \(\tfrac32\,2^{1/3}=3\,(1/4)^{1/3}\),

\[
\boxed{\delta_0=\gamma\left(\frac{V_{bb}}{\eta}\right)^{1/3}},\qquad
\gamma=3\left(\frac{\Delta R_0^2}{4}\right)^{1/3}.
\]

**Parabolic band bending.** The omitted term \(z^2/(2\eta)\) raises the saddle. To first order, the value at a stationary point changes by the perturbation evaluated there, because the shift of the point contributes only at second order. With \(\eta=W/F\), the loss is \(Fz_0^2/(2W)\), or a fraction \(z_0/(3W)\) of \(\delta_0\). Thus

\[
\delta\approx\delta_0\left(1-\frac x4-\frac{z_0}{3W}\right).
\]

**Electrons at the depletion edge.** Let \(\varphi\) be the band energy above its bulk value. With Boltzmann electrons the uniform contact obeys \(\varphi''=(1-e^{-\varphi/kT})/\eta\). Multiplying by \(\varphi'\) and integrating from the bulk to the interface gives, for \(V_{bb}\gg kT\),

\[
F^2=\frac{2(V_{bb}-kT)}{\eta}.
\]

Since \(\delta_0\propto F^{2/3}\), this removes a further fraction \(kT/(3V_{bb})\).

**Local exponent.** At fixed \(\Delta\), \(R_0\) and \(\eta\), \(x\propto V_{bb}^{1/3}\), so the closed form gives

\[
\frac{d\ln\delta}{d\ln V_{bb}}=\frac{x\sqrt{1-x}}{2[1-(1-x)^{3/2}]}=\frac13-\frac{x}{12}+\dots
\]

It falls to zero at pinch-off. The other two corrections raise the exponent. Because \(z_0/W\propto V_{bb}^{-2/3}\), the parabola adds \(2z_0/(9W)\), and the mobile electrons add \(kT/(3V_{bb})\).

**A long stripe.** The exponent 1/3 belongs to a patch that is small in both directions. For a stripe of width \(L\ll z\), the potential in front of its centre is \(-\Delta L/(\pi z)\), from the half-plane kernel \(z/[\pi(y^2+z^2)]\). The maximum of \(-Fz-\Delta L/(\pi z)\) lies at \(z=\sqrt{\Delta L/(\pi F)}\), and the lowering is \(2\sqrt{\Delta LF/\pi}\propto V_{bb}^{1/4}\).

**Neighbouring patches.** An equal patch at lateral distance \(d\) adds a fraction \((z_0/r)^3\) of the patch's own potential at the saddle, with \(r^2=z_0^2+d^2\). For \(d=3z_0\) this is \(10^{-3/2}=0.032\). As the patch potential is one third of \(\delta_0\), each such neighbour adds about 1% to the lowering.

## 6. Evaluation

With \(F=\sqrt{2(V_{bb}-kT)/\eta}\), compute \(x\). If \(x\ge1\), there is no saddle. Otherwise use

\[
\delta\approx\Delta\left[1-(1-x)^{3/2}\right]-\frac{z_0^2-R_0^2}{2\eta}.
\]

The last term is the parabola evaluated at \(z_*\). For very small \(x\), the bracket should be computed as \(-\mathrm{expm1}[\tfrac32\,\mathrm{log1p}(-x)]\) to avoid cancellation.

## 7. Example: a lightly doped 4H-SiC diode

The material values are rough and typical: \(N=10^{16}\) cm⁻³, relative permittivity 10.0 along the c axis (the \(z\) direction), and \(\Phi_0=1.5\) eV. The patch has \(R_0=5\) nm and \(\Delta=0.6\) eV. At 300 K, \(V_n=0.194\) V and \(\eta=5.526\times10^4\) V nm².

At zero bias \(V_{bb}=1.5-0.194=1.306\) V. The small thermal term \(kT\) in \(F\) is left out here, and in the table's columns for \(x\), the cube-root law and the closed form, so that its effect can be seen separately. Then

\[
F=\sqrt{\frac{2\times1.306}{5.526\times10^4}}=0.00687\ \text{V/nm},
\]

which is 0.0687 MV/cm, and \(W=380\) nm. Next,

\[
z_0=\left(\frac{0.6\times25}{0.00687}\right)^{1/3}=12.97\ \text{nm},\qquad
x=\left(\frac{5}{12.97}\right)^2=0.149,
\]

and \(z_*=\sqrt{12.97^2-5^2}=11.97\) nm. The cube-root law gives \(1.5\times0.00687\times12.97=0.134\) eV, and the closed form gives \(0.6\,[1-0.851^{3/2}]=0.129\) eV. Including the parabola gives 0.127 eV, so the saddle barrier is 1.373 eV. The finite-depth change of the patch potential is about 1 µeV.

The last column below comes from the nonlinear Poisson equation with electron density \(Ne^{-\varphi/kT}\). It was solved by Newton iteration on an axisymmetric finite-volume grid, without assuming superposition or a sharp depletion edge. Lowerings are in eV.

| Bias (V) | \(x\) | Cube root | Closed form | Full Poisson |
|---:|---:|---:|---:|---:|
| +0.5 | 0.127 | 0.114 | 0.110 | 0.107 |
| 0 | 0.149 | 0.134 | 0.129 | 0.127 |
| −10 | 0.305 | 0.275 | 0.252 | 0.252 |
| −100 | 0.634 | 0.570 | 0.467 | 0.467 |

At −100 V the cube-root law is 22% above the full solution, because \(z_0=6.3\) nm is hardly larger than \(R_0\). The closed form is least accurate in forward bias, where the parabola and the mobile electrons matter most. For +0.5 V, with \(z_0=14.06\) nm, \(W=298\) nm and \(V_{bb}=0.806\) V, their fractions are 0.016 and 0.011. Together they take 0.110 to 0.107 eV.

For a smaller patch, \(R_0=2\) nm with the same \(\Delta\), the full solutions at \(V_{bb}=0.9\) and 1.8 V give an exponent of 0.338. At the geometric mean, 1.27 V, one finds \(x=0.080\), \(z_0=7.1\) nm and \(W=375\) nm. Section 5 then predicts \(0.333-0.007+0.004+0.007=0.337\) from the rounded terms. The closeness to 1/3 is thus partly a cancellation.

Forward bias reduces \(V_{bb}\), and so raises the saddle barrier. With exponent 1/3 and the lowering that includes the parabola, \(\delta=0.1273\) eV, the rate at zero bias is \(\delta/(3V_{bb})=0.0325\) eV/V. A finite difference of the axial maximum gives 0.0319 eV/V. If the current varies as \(\exp[(V-\Phi_0+\delta)/kT]\) with a fixed prefactor, the ideality factor is \(1/(1-0.0319)=1.033\). The prefactor is not strictly fixed, however. In the harmonic approximation the saddle has an effective area \(2\pi kT/U_{xx}\), which for small \(x\) varies as \(z_0/F\propto V_{bb}^{-2/3}\) and so grows with forward bias. This offsets part of the barrier rise by \(2kT/(3V_{bb})=0.013\) and brings the ideality factor down to about 1.02.

## 8. Effects left out, and the real device

**Image force.** The image energy is \(-a/z\), with \(a=q/(16\pi\varepsilon)\). Minimizing \(Fz+a/z\) shows that the uniform barrier falls by \(2\sqrt{aF}\), or 31.5 meV at zero bias. The saddle lies deeper and falls by only about 3 meV. The difference between the surrounding barrier and the saddle therefore shrinks from 127 to 99 meV, or by 22%. At −100 V the surrounding barrier falls by 93 meV and the difference is 383 meV. These figures use the static permittivity in \(a\). If the lattice cannot follow the passing electron, a rough high-frequency value of 6.7 is the other limit. It gives a fall of 38 meV and a difference of 93 meV at zero bias, and 114 and 367 meV at −100 V.

**Tunnelling through the surrounding barrier.** At depth \(v\) below the top of a triangular barrier, the WKB exponent is \(cv^{3/2}\), with \(c=4\sqrt{2m}/(3\hbar F)\). The largest value of \(v/kT-cv^{3/2}\) occurs at \(\sqrt v=2/(3ckT)\). Multiplied by \(kT\), this peak of the exponent is

\[
\frac{(\hbar F)^2}{24m(kT)^2}.
\]

For \(m=0.33\,m_e\) this is 0.7 meV at zero bias but 53 meV at −100 V. It gives only the exponential factor and leaves out the spread of energies around the peak. Averaging the WKB transmission of the sharp triangle over a Boltzmann distribution, with unit transmission above the top, multiplies the current by about 1.8 at zero bias and 67 at −100 V, equivalent to 15 and 109 meV. The image force rounds the triangle. For the rounded barrier, with the transmission \(1/(1+e^{S})\) for WKB exponent \(S\), the average gives about 2 meV at zero bias and 51 meV at −100 V, measured from the already lowered top.

**Quantum motion at the saddle.** The curvatures of Section 4 give \(\hbar\omega=18.4\) meV along \(z\), and 9.8 and 13.4 meV across it for lateral masses \(0.58\,m_e\) and \(0.31\,m_e\). With \(s=\hbar\omega/(2kT)\), the thermal average of parabolic-barrier transmission multiplies the current by \(s/\sin s=1.021\). Replacing the classical lateral partition functions by those of oscillators multiplies it by the product of \(s/\sinh s\), which is 0.983. The net zero-bias change is 0.4%. These factors were not evaluated at high reverse bias.

**Material and temperature.** With a relative permittivity of 9.7 across the c axis, rescaling \(z\) in the patch potential multiplies \(\delta_0\) by \((10.0/9.7)^{1/3}\), an increase of 1%. The ratio \(N/N_c=5.5\times10^{-4}\) justifies Boltzmann statistics. At 450 K, with \(\Phi_0\), \(\Delta\) and \(\varepsilon\) held fixed, \(V_{bb}\) drops to 1.185 V and the lowering to 0.123 eV.

**Discrete donors.** The mean spacing \(N^{-1/3}\) is 46 nm, and a hemisphere of radius \(z_0\) holds 0.05 donors on average. One donor on the axis at a depth of 46 nm, with its image, shifts the saddle by 1.7 meV. A closer donor would shift it more, so this is not a bound. For donors placed independently at random, adding the squares of their separate shifts gives, for \(z_*\ll W\), an rms shift of \((q/4\pi\varepsilon)\sqrt{4\pi Nz_*}=5.6\) meV. About two thirds of this variance comes from donors within \(2z_*\) of the patch centre, which most patches lack. The distribution is therefore skewed, and the median deviation is only about 3 meV.

**Comparison with real diodes.** The doping and barrier are of the order used in SiC power Schottky diodes. The patch is a model choice: 0.6 eV is a strong local reduction, and neither its size nor its sharp circular edge represents a measured contact. Among the effects sized here at zero bias, the image force changes the barrier contrast most. In reverse bias the model has a definite end. Pinch-off is lost at \(F=\Delta/R_0=1.20\) MV/cm, where \(V_{bb}=398\) V if the doped layer is thicker than \(W=6.6\) µm; a thinner, fully depleted layer reaches this field at a lower voltage. This is about half of a rough breakdown field of 2.5 MV/cm, so the closed form ends before breakdown. The limit belongs to the model without the image force. With that force included, a saddle remains in front of the patch at higher fields, but it lies within a nanometre or two of the metal and its height is no longer given by the closed form. Tunnelling is already substantial at −100 V, so a calculation of reverse leakage must include it as well as the saddle height.
